# Why rare charge-exchange collisions make a dust grain less negative

To calculate the charge of a dust grain in a plasma, one must decide which ion current to put into the current balance. The orbital-motion-limited (OML) current neglects ion collisions, which looks safe when the ion free path is much longer than the screening length. Take a grain of radius 1 µm in argon at 30 mTorr, in the model below. The free path is 1036 µm and the ion Debye length 38 µm, yet the OML balance gives a charge of $-5045\,e$, while the balance with charge exchange gives $-3610\,e$. The comparison of lengths is correct, but it is not the comparison that decides the current.

## The model

A spherical grain of radius $a$ attracts singly charged positive ions. Ions and neutral atoms have the same mass $m$ and temperature $T$, with $T$ in energy units. At a constant frequency $\nu$, charge exchange replaces an ion by a new one at the same place, with a velocity drawn from the neutral Maxwellian. Until the worked example, $a=T=m=1$, so the speed unit is $v_T=\sqrt{T/m}$.

The ion potential energy $U(r)$ has the Debye–Hückel shape $e^{-(r-1)/\lambda}/r$, shifted to vanish at a distant edge $r=R$ and scaled so that $U(1)=-\Phi$. Maxwellian ions of density $n_0$ enter at the edge. The grain absorbs every ion that touches it. The scaled current is $J=I/(4\pi a^2n_0v_T)$.

Without collisions, the phase-space density is constant along an orbit. At the grain it is therefore $n_0(2\pi)^{-3/2}e^{-E}$ for arriving ions, with $E=v^2/2-\Phi\ge0$. If all such orbits are filled, the inward flux gives

$$J_{\rm OML}=\frac{2\pi}{(2\pi)^{3/2}}\int_0^1\mu\,d\mu\int v^3e^{-E}\,dv .$$

The angular integral is $1/2$. Since $v\,dv=dE$ and $v^2=2(E+\Phi)$,

$$J_{\rm OML}=\frac{\pi}{(2\pi)^{3/2}}\int_0^\infty 2(E+\Phi)e^{-E}\,dE=\frac{1+\Phi}{\sqrt{2\pi}} .$$

Some of these orbits may be cut off from the edge by a centrifugal barrier. Barriers can only remove ions, so the true collisionless current obeys $J_0\le J_{\rm OML}$. Any increase above OML must come from collisions.

## What one collision changes

A passing ion of total energy $E>0$ has kinetic energy $E+|U(r)|$ inside the well. This is enough to climb out again, with $E$ to spare. Charge exchange hands that energy to a departing neutral atom. The new ion has a thermal kinetic energy $K$ and total energy $K-|U(r)|$. Where $|U|$ is well above 1, this is usually negative, and the ion is bound.

A bound ion may fall straight onto the grain. Its angular momentum $L$ must then satisfy $L^2<2(E+\Phi)$, or, for birth at radius $r$ with speed $v$ at angle $\theta$ to the radius,

$$r^2v^2\sin^2\theta<v^2+2[U(r)+\Phi].$$

At the surface, where $U=-\Phi$, the right side is never smaller than the left. In a deep well it at first rises much faster with $r$, so slow newborn ions close to the grain fall in. Farther out the right side levels off near $v^2+2\Phi$ while the left grows as $r^2$, so many ions miss and enter trapped orbits.

A trapped ion cannot leave without another collision. Making collisions rarer lengthens its wait but does not release it. Let $P(r)$ be the chance that an ion born at $r$ is eventually collected. Then

$$P(r)=h(r)+\int K(r,r')P(r')\,dr',$$

where $h$ is the chance of collection before another collision and $K$ distributes the place of the next collision. As $\nu\to0$, a trapped ion's next collision is distributed according to the time spent at each radius of its orbit. This distribution has a finite limit, and so has $P$.

## The gain in current

Let $p(\mathbf r,\mathbf v)$ be the chance of eventual collection of an ion with given position and velocity, so that $P$ is the Maxwellian average of $p$. During $dt$ the ion either moves on or, with probability $\nu\,dt$, is replaced:

$$p=(1-\nu\,dt)(p+dt\,\mathcal Dp)+\nu\,dt\,P .$$

Here $\mathcal D=\mathbf v\cdot\nabla-\nabla U\cdot\partial_{\mathbf v}$ is the rate of change along an orbit. The terms of order $dt$ give

$$\mathcal Dp=\nu(p-P).$$

Let $f_0$ be the collisionless distribution of ions that entered from the edge, so that $\mathcal Df_0=0$. Then $\mathcal D(f_0p)=\nu f_0(p-P)$. Phase-space flow has no divergence, so the integral of the left side is a flux through the boundaries. At the grain $p=1$ for arriving ions, which gives $+I_0$. At the edge $p=0$ for departing ions, while entering ions give $-I$, because $p$ is their actual chance of collection. Hence

$$I=I_0+\nu\int f_0\,(P-p)\,d^3r\,d^3v .$$

Each collision replaces the passing ion's prospect $p$ by the newborn's prospect $P$. To first order in $\nu$, $p$ can be replaced by its collisionless value: 1 for an incoming ion already bound for the grain, 0 for the other passing ions. Let $n_{\rm pass}$ be the density of all passing ions and $n_{\rm in}$ that of the ions already bound for the grain, both in units of $n_0$. Dividing by $4\pi n_0$ gives

$$J-J_0\simeq\nu\int_1^R r^2\,[\,n_{\rm pass}P-n_{\rm in}\,]\,dr .$$

The first term counts newborn ions that will be collected, and the second removes ions that would have arrived anyway. Trapped ions are not counted as a further source, because their later history is already in $P$.

For a test well with $\Phi=20$, $\lambda=10$ and $R=20$, this integral gives a slope of 332.2. The change in current calculated from injected orbits, between zero rate and $\nu=10^{-5}$, gives 331.8. At the larger rate $\nu=0.02$, orbit theory without the first-order approximation gives $J=13.78$, and an independent simulation of random trajectories gives $13.85\pm0.17$. The collisionless value is 8.18. The straight line would predict a gain of $0.02\times332=6.6$; the actual gain is 5.6, so the growth has already begun to slow.

## Why a small collision probability is enough

Define the capture radius $R_0$ by $|U(R_0)|=1$. As a rough estimate, count each collision inside this sphere as one extra collected ion, and take the density as $n_0$. Then

$$J-J_0\sim\nu\int_0^{R_0}r^2dr=\frac{\nu R_0^3}{3}.$$

Let $\ell$ be the free path. The mean relative speed of two equal Maxwellian particles is $\sqrt{16/\pi}$ in the present units, so $\nu=\sqrt{16/\pi}/\ell$. Dividing by $J_{\rm OML}$,

$$\frac{J-J_0}{J_{\rm OML}}\sim\frac{\sqrt{32}}{3}\,\frac{R_0^2}{1+\Phi}\,\frac{R_0}{\ell}.$$

The last factor measures the chance of a collision during one crossing. The factor before it compares the area of the capture sphere with the effective area for OML collection. Many ions cross the well without being aimed at the grain, and a small fraction of a large number can exceed the direct current.

In the argon example at the OML potential, $\Phi=274$ and $R_0=59$ grain radii. The area ratio is $59^2/275=12.7$. At 30 mTorr $R_0/\ell=0.057$, so the estimate is $1.89\times12.7\times0.057=1.4$. The first-order integral is 1.55 times larger, about 2.1. The estimate ignores focusing of the passing ions, captures outside $R_0$, escapes and the loss term; their separate shares were not calculated.

The useful criterion for neglecting collisions in a deep well is therefore

$$\frac{R_0^3}{a^2\ell(1+\Phi)}\ll1,$$

with $a$ restored. The condition $R_0\ll\ell$ alone is not sufficient.

## Energy loss, not deflection

Suppose collisions turned the velocity at random but kept the kinetic energy. Consider ions of one energy $E>0$ in a well without barriers. Let $h_E(r)$ be the fraction of all directions that lead inward to the grain, and $n$ the density if every direction were filled. The equal fraction of directions coming from the grain is empty, so the passing density is $n(1-h_E)$. A scattered ion has chance $h_E$ of collection to leading order, and the density already bound for the grain is $nh_E$. The bracket in the current formula becomes

$$n(1-h_E)h_E-nh_E=-nh_E^2 .$$

It is never positive. Deflection alone lowers the current at this order. In the test well, trajectories with energy-keeping collisions at the same rate $\nu=0.02$ give $J=7.84\pm0.13$, slightly below the collisionless 8.18; with the sampling noise reduced, the drop is $0.15\pm0.03$. The slowest ions in this well can be scattered into closed orbits, so the formula above does not apply there exactly. Charge exchange raises it to 13.8. The loss of energy is what makes the difference.

## Where the increase fails

If the well is removed, charge exchange also obeys the last formula, since no ion can be bound. The inward cone seen from $r$ has $\sin\theta<1/r$, so $h=\tfrac12(1-\sqrt{1-1/r^2})$. For a distant edge the slope is

$$-\int_1^\infty r^2h^2dr=-\frac14\int_1^\infty\left(r-\sqrt{r^2-1}\right)^2dr .$$

With $r=\cosh t$, the bracket is $e^{-t}$, and the integral is $\int_0^\infty e^{-2t}\sinh t\,dt=\frac12(1-\frac13)=\frac13$. The slope is $-1/12=-0.083$. An edge at $R=20$ removes about $1/(16R)=0.003$, leaving $-0.080$. The calculation for a very shallow well, $\Phi=0.01$, gives $-0.079$. The increase therefore requires a sufficiently deep well.

It also fails in dense gas. When collisions are frequent, ions reach the well by diffusion and drift, with diffusion coefficient $D=1/\nu$. The inward flux is $D(n'+nU')=De^{-U}(ne^U)'$, with $n$ now the actual ion density. Since $4\pi r^2$ times this flux is the constant current, integration from an absorbing grain to the edge gives

$$J=\frac{1}{\nu\int_1^R e^{U}r^{-2}dr}.$$

In a deep well $e^U$ is negligible inside roughly $R_0$, so the integral is of order $1/R_0$ and $J\sim R_0/\nu$. This falls with $\nu$. It meets the rising estimate $\nu R_0^3/3$ when $\nu R_0\sim\sqrt3$, which places the maximum near $\ell\sim R_0$, as an order of magnitude.

## From current to charge

Let $z=|e\phi_s|/T_e$, where $\phi_s$ is the grain's surface potential and $T_e$ the electron temperature in energy units. With $\tau=T_e/T$, the well depth is $\Phi=z\tau$. Maxwellian electrons of density $n_0$ reach the repelling grain with flux $n_0\sqrt{T_e/(2\pi m_e)}\,e^{-z}$. In the unit $n_0\sqrt{T/m}$, the balance is

$$\sqrt{\frac{\tau m}{2\pi m_e}}\;e^{-z}=J(z\tau,\nu).$$

At the OML solution the left side equals $J_{\rm OML}$. If collisions make $J$ larger there, ions arrive faster than electrons. At $z=0$ the electrons arrive faster, because they are light and hot. By continuity a balance exists at a smaller $z$: the grain becomes less negative and so admits more electrons.

The surface field of the Debye form is $|\phi_s|(1/a+1/\lambda)$, with $a$ and $\lambda$ now dimensional lengths. Gauss's law then gives the number of elementary charges

$$Z=\frac{4\pi\varepsilon_0a(1+a/\lambda)\,zT_e}{e^2}.$$

At fixed $a$, $\lambda$ and $T_e$, the charge is proportional to $z$.

## A micron grain in argon

The parameters are rough typical values for a low-pressure discharge: plasma density $10^9$ cm⁻³, $T_e=3$ eV, gas and ions at 300 K, and a charge-exchange cross section of $10^{-14}$ cm². The screening length is the ion Debye length, 37.8 µm, the model's outer edge lies at eight screening lengths, and $\tau=116$. The OML balance gives $z=2.36$, a potential of $-7.08$ V. Barriers hardly matter: they lower the current by less than 0.2%, and most of this loss comes from slow ions whose orbits turn back before the model's finite edge.

Only the pressure changes between these rows. The charges depend on the radial mesh and on an interpolation in $z$, and should be read to about 1%, not to four digits. The current ratio is taken at the fixed OML potential, and the charge after the potential has adjusted.

| Pressure (mTorr) | $R_0/\ell$ | $J/J_{\rm OML}$ | $z$ | Charge ($e$) |
|---|---|---|---|---|
| 10 | 0.019 | 1.68 | 2.02 | −4308 |
| 30 | 0.057 | 2.91 | 1.69 | −3610 |
| 100 | 0.190 | 6.25 | 1.28 | −2738 |

At 30 mTorr the current ratio is 2.91, but the charge falls by only 28%. The electron current depends exponentially on $z$: it rises by $e^{2.359-1.688}=1.96$. The ion current settles at the same factor, below 2.91, because the shallower well also collects fewer ions.

## The ions left in the well

Trapped ions also affect the assumed potential. Write $f=n_0Me^{-U}q$, with $M$ the unit Maxwellian. Since $\mathcal D(Me^{-U})=0$, the kinetic equation becomes $\mathcal Dq=\nu(\bar q-q)$, where the bar is a Maxwellian average. The function $1-p(\mathbf r,-\mathbf v)$ obeys the same equation, because reversing the velocity reverses the sign of $\mathcal D$. It also has the same boundary values: 0 for ions leaving the grain and 1 for ions entering at the edge. Thus

$$n(r)=n_0e^{-U(r)}[1-P(r)].$$

Since $P$ has a finite limit as $\nu\to0$, so has the density of trapped ions: they are produced slowly and removed equally slowly. In the test well at $\nu=0.02$, the ion number where $U>-2$, counted forward from injected ions, agrees with this formula to 0.1%.

In the argon example at 30 mTorr, the excess ions inside the capture radius, now 51.5 µm, amount to 53% of the grain charge. By Gauss's law, the assumed Debye potential implies

$$1-\frac{(1+51.5/37.8)\,e^{-50.5/37.8}}{1+1/37.8}=0.395 .$$

The potential is therefore plausible in size but not self-consistent. Doubling the screening length, with the other inputs fixed, changes the charge from $-3610\,e$ to $-2915\,e$. This 19% change measures the sensitivity to screening; it is not an error bound.

## Comparison with a real discharge

The constant collision frequency ignores the higher speed of ions in the well. As an estimate, multiplying the rate by 1.38, an average over passing ions, lowers $z$ at 30 mTorr from 1.69 to 1.58, a further 7%. A uniform factor leaves out that trapped ions would collide more often in the fast, deep parts of their orbits, but trajectories with a constant cross section also balance at $z=1.58\pm0.02$. Field-free diffusion from beyond the model's outer edge would deplete the plasma there by a fraction $\nu J/R$ in scaled units, here 0.15%. The edge lies within one free path, so this is only an order-of-magnitude estimate. The grain must also be nearly isolated. The model's outer edge lies 302 µm from its center, and at $8.7\times10^3$ grains per cm³ the spheres of that radius would have a total volume equal to the whole space. The dust density must therefore be well below this value. About $2.8\times10^4$ such grains per cm³ would bind 10% of the plasma's charge density.

The model also assumes that ions have no drift, which restricts where it applies. At 30 mTorr, a field of 0.25 V/cm gives an ion an energy $T$ over one free path. The example therefore describes a grain in a quasineutral region with a much weaker field. On the ground such a field cannot support the grain: with a density of 1.5 g/cm³ and a charge of $-3610\,e$, its weight requires about 1.1 V/cm. The example thus applies to microgravity, or to a grain held up by some other force. Grains held against gravity near a sheath see drifting ions, and the numbers above should not be carried over to them; the resulting shift was not calculated. The numerical output below gives the remaining values.

## Computed results

```
TEST WELL (scaled units)
depth 20, screening 10, edge 20, rate 0.02
OML current J: 8.378
collisionless J with barriers: 8.179
charge-exchange J, orbit theory: 13.779
charge-exchange J, trajectories: 13.847 +- 0.166
energy-keeping J, trajectories: 7.835 +- 0.125
slope dJ/drate, local formula: 332.2
slope dJ/drate, injected orbits: 331.8
slope for depth 0.01: -0.0792
outer ion number, forward/reversed: 1.0006
ARGON EXAMPLE
grain radius: 1.0 um
plasma density: 1.0e+09 cm^-3
electron temperature: 3.00 eV
ion and gas temperature: 300 K = 0.02585 eV
temperature ratio Te/Ti: 116.0
charge-exchange cross section: 1.0e-14 cm^2
ion Debye length: 37.8 um
OML z: 2.359; well depth/Ti: 274
OML surface potential: -7.08 V
OML charge: -5045 e
collisionless z with barriers: 2.360
collisionless J/OML J at OML z: 0.998
capture radius at OML z: 59.0 um
first-order slope/(R0^3/3): 1.55
10 mTorr: free path 3107 um, R0/path 0.019
  scaled rate 7.264e-04, J/OML J at OML z 1.68
  z 2.015, potential -6.04 V, charge -4308 e
  charge/OML charge: 0.854
30 mTorr: free path 1036 um, R0/path 0.057
  scaled rate 2.179e-03, J/OML J at OML z 2.91
  z 1.688, potential -5.06 V, charge -3610 e
  charge/OML charge: 0.716
100 mTorr: free path 311 um, R0/path 0.190
  scaled rate 7.264e-03, J/OML J at OML z 6.25
  z 1.280, potential -3.84 V, charge -2738 e
  charge/OML charge: 0.543
NEGLECTED EFFECTS AT 30 mTorr
collision-rate factor from ion speed: 1.38
z with that factor: 1.577
z with doubled screening length: 1.381
charge with doubled length: -2915 e
capture radius at final z: 51.5 um
excess ions inside it: 1907
excess ions/grain charge: 0.528
plasma depletion at outer edge: 0.15 %
field giving Ti per free path: 0.250 V/cm
dust density binding 10% of charge: 2.77e+04 cm^-3
```
